\section*{The Redhead peak condition for first-order thermal desorption of hydrogen, part 1}

(Sections cited here and not found follow in the second part.)

\section{First half: the peak condition and its solution}

\subsection{Definitions and conventions}

A surface carries adsorbed hydrogen with coverage $\theta(t)$, the number of adsorbed H atoms per surface site. It is heated at a constant rate, and the hydrogen leaves as H$_2$. The quantities used throughout are these.

\begin{itemize}
\item $T(t)=T_0+\beta t$ is the surface temperature, with starting temperature $T_0>0$ and heating rate $\beta>0$ in K/s.
\item $\theta_0>0$ is the coverage at $t=0$.
\item $E>0$ is the desorption barrier, an energy per desorption event, and $k_B$ is the Boltzmann constant.
\item $\nu>0$ is the prefactor, in s$^{-1}$.
\item $K(T)=\nu\,e^{-E/(k_BT)}$ is the rate constant, in s$^{-1}$.
\item $r=-d\theta/dt$ is the desorption rate, in H atoms per site and second.
\end{itemize}

First-order desorption means that the rate is proportional to the coverage:
\begin{equation}
\frac{d\theta}{dt}=-K(T)\,\theta ,\qquad r=K(T)\,\theta .
\label{eq:rate}
\end{equation}
Three assumptions are contained in this equation. The barrier and the prefactor depend neither on coverage nor on temperature. Desorbed molecules do not return to the surface. The order is one in the atomic coverage.

The last assumption needs a reason in the case of hydrogen, because a molecule takes two atoms with it. Suppose that the atoms already sit in pairs, and that each pair desorbs independently with rate constant $K$. There are $\theta/2$ pairs per site, so $K\theta/2$ events occur per site and second. Each event removes two atoms, so the atomic coverage falls at the rate $K\theta$, which is \eqref{eq:rate}. The flux of molecules is $r/2$. A constant factor does not move a maximum, so the peak temperature is the same for atoms lost and for molecules released. If instead the atoms are randomly distributed and must meet before they leave, the rate goes as $\theta^2$. That case is treated in the second half.

\subsection{The statement}

Let $T_p$ be the positive solution of
\begin{equation}
\boxed{\;\frac{E}{k_BT_p^2}=\frac{\nu}{\beta}\,e^{-E/(k_BT_p)}\;}
\label{eq:redhead}
\end{equation}
This is the Redhead condition. It has exactly one solution. If $T_0<T_p$ and the heating continues beyond $T_p$, the desorption rate has exactly one maximum, and it lies at $T_p$. Neither $\theta_0$ nor $T_0$ appears in the condition. If $T_0\ge T_p$, the rate is largest at the start and falls from there on.

\subsection{Why the initial coverage only scales the curve}

Dividing \eqref{eq:rate} by $\theta$ gives
\begin{equation}
\frac{d\ln\theta}{dt}=-K(T).
\label{eq:logtheta}
\end{equation}
Since $dT=\beta\,dt$, an integral over time becomes an integral over temperature with $dt=dT/\beta$. Integrating from the start to the temperature $T$,
\begin{align}
\ln\frac{\theta(T)}{\theta_0}&=-\frac1\beta\int_{T_0}^{T}K(T')\,dT',\\
\theta(T)&=\theta_0\exp\!\left[-\frac1\beta\int_{T_0}^{T}K(T')\,dT'\right].
\label{eq:theta}
\end{align}
The rate follows by multiplication with $K(T)$:
\begin{equation}
r(T)=\theta_0\,K(T)\exp\!\left[-\frac1\beta\int_{T_0}^{T}K(T')\,dT'\right].
\label{eq:r}
\end{equation}
The initial coverage stands in front as a factor, and nothing else in the expression contains it. Two surfaces with different $\theta_0$, heated in the same way, give curves of the same shape and different height. The position of the maximum therefore cannot depend on $\theta_0$.

The physical reason is that in a first-order process each pair desorbs without regard to the others. The curve $r/\theta_0$ is the distribution of desorption times of a single pair, and the number of pairs only sets how often this distribution is sampled.

\subsection{The condition for the maximum}

The rate is positive, so $r$ and $\ln r$ have their maxima at the same place. From $\ln r=\ln K+\ln\theta$,
\begin{equation}
\frac{d\ln r}{dt}=\frac{d\ln K}{dt}+\frac{d\ln\theta}{dt}.
\label{eq:sum}
\end{equation}
For the first term, $\ln K=\ln\nu-E/(k_BT)$. The derivative of $-1/T$ with respect to $T$ is $+1/T^2$, and $dT/dt=\beta$, so
\begin{equation}
\frac{d\ln K}{dt}=\beta\,\frac{d\ln K}{dT}=\frac{\beta E}{k_BT^2}.
\label{eq:dlnK}
\end{equation}
The second term is given by \eqref{eq:logtheta}. Together,
\begin{equation}
\frac{d\ln r}{dt}=\frac{\beta E}{k_BT^2}-K(T).
\label{eq:dlnr}
\end{equation}
The coverage has dropped out, because the relative loss rate of a first-order process is $K$ whatever the coverage. Setting \eqref{eq:dlnr} to zero and dividing by $\beta$ gives \eqref{eq:redhead}.

The two terms have a direct meaning. Heating raises the rate constant at the relative rate $\beta E/(k_BT^2)$, and desorption depletes the surface at the relative rate $K$. At low temperature the first effect is larger and the desorption rate rises. At the peak the two balance. Above it, the surface is emptied faster than the rate constant can grow.

Since $dr/dT=(1/\beta)\,dr/dt$ with constant $\beta$, a curve plotted against temperature has its maximum at the same place as one plotted against time.

\subsection{Existence, uniqueness and the role of the starting temperature}

A vanishing derivative could belong to a minimum, or there could be several zeros. To exclude this, define the dimensionless function
\begin{equation}
G(T)=\frac{k_BT^2K(T)}{\beta E},
\label{eq:G}
\end{equation}
which is the ratio of the second term in \eqref{eq:dlnr} to the first. Then
\begin{equation}
\frac{d\ln r}{dt}=\frac{\beta E}{k_BT^2}\,\bigl[1-G(T)\bigr],
\label{eq:sign}
\end{equation}
and the Redhead condition reads $G(T_p)=1$. The logarithmic derivative of $G$ is
\begin{equation}
\frac{d\ln G}{dT}=\frac2T+\frac{E}{k_BT^2}>0,
\label{eq:dG}
\end{equation}
so $G$ increases strictly. For $T\to0$ both $T^2$ and $K$ go to zero, hence $G\to0$. For $T\to\infty$, $K\to\nu$ while $T^2$ grows without bound, hence $G\to\infty$. A continuous, strictly increasing function that runs from zero to infinity takes the value one exactly once. This gives the unique $T_p$.

The prefactor of the bracket in \eqref{eq:sign} is positive. The rate therefore rises for $T<T_p$ and falls for $T>T_p$, and the zero is a maximum.

The starting temperature decides only which part of this behaviour is seen. If $T_0<T_p$, the rising part is present and the maximum lies inside the curve. The shorter the ramp before $T_p$, the more of $\theta_0$ is left at $T_p$, so for equal $\theta_0$ a start close below $T_p$ gives a higher peak rate. The position of the peak is unchanged. If $T_0\ge T_p$, the rate falls from the first moment. A maximum recorded at the very beginning of a ramp must then not be inserted into \eqref{eq:redhead}.

\subsection{Solving for the barrier}

Let
\begin{equation}
x=\frac{E}{k_BT_p}
\label{eq:x}
\end{equation}
be the barrier in units of the thermal energy at the peak. The left side of \eqref{eq:redhead} is $x/T_p$, so
\begin{equation}
\frac{x}{T_p}=\frac\nu\beta e^{-x}
\quad\Longrightarrow\quad
x\,e^{x}=\frac{\nu T_p}{\beta}.
\label{eq:xex}
\end{equation}
The principal Lambert function $W$ is defined for positive argument $z$ as the positive number with $W(z)\,e^{W(z)}=z$. Hence $x=W(\nu T_p/\beta)$, and
\begin{equation}
E=k_BT_p\,W\!\left(\frac{\nu T_p}{\beta}\right).
\label{eq:Eform}
\end{equation}
This gives the barrier from one measured peak temperature if the prefactor is known.

\subsection{Solving for the peak temperature}

If $E$ is given and $T_p$ is sought, insert $T_p=E/(k_Bx)$ on the right of \eqref{eq:xex} and multiply by $x$:
\begin{equation}
x^2e^x=\frac{\nu E}{k_B\beta}.
\label{eq:x2ex}
\end{equation}
Both sides are positive. Taking the positive square root and dividing by two,
\begin{equation}
\frac x2\,e^{x/2}=\frac12\sqrt{\frac{\nu E}{k_B\beta}} .
\end{equation}
This has the form $we^w=z$ with $w=x/2$, so $x=2W(z)$ and
\begin{equation}
T_p=\frac{E}{2k_B\,W\!\left(\tfrac12\sqrt{\nu E/(k_B\beta)}\right)} .
\label{eq:Tform}
\end{equation}
Equations \eqref{eq:Eform} and \eqref{eq:Tform} are both equivalent to \eqref{eq:redhead}; no approximation has been made.

\subsection{The explicit estimate with the constant 3.64}

Taking the logarithm of \eqref{eq:xex} gives
\begin{equation}
x+\ln x=L,\qquad L=\ln\frac{\nu T_p}{\beta}.
\label{eq:L}
\end{equation}
The term $\ln x$ varies slowly. Replacing it by the fixed number 3.64 gives an estimate without the Lambert function,
\begin{equation}
E_{\rm est}=k_BT_p\left(\ln\frac{\nu T_p}{\beta}-3.64\right).
\label{eq:est}
\end{equation}
Its error relative to the true $E$ follows by inserting $L=x+\ln x$:
\begin{equation}
\frac{E_{\rm est}-E}{E}=\frac{(L-3.64)-x}{x}=\frac{\ln x-3.64}{x}.
\label{eq:esterr}
\end{equation}
The estimate is correct at $x=e^{3.64}\approx38$ and too low for smaller $x$. For peak temperatures from 300 to 1000 K and $\nu/\beta$ from $10^8$ to $10^{13}$ K$^{-1}$, the relative error lies between $-2.81\,\%$ and $-0.40\,\%$. It is negative throughout this range, since there $x<L\le\ln10^{16}\approx36.8$.

\subsection{Worked example: position of the peak}

Take the round model parameters $E=2.5$ eV, $\nu=10^{15}$ s$^{-1}$, $\beta=2$ K/s and $T_0=400$ K. They are not assigned to a particular material. In SI units $E=4.00544\times10^{-19}$ J, so
\begin{equation}
\frac{E}{k_B}=\frac{4.00544\times10^{-19}}{1.380649\times10^{-23}}\ {\rm K}=29011\ {\rm K}.
\end{equation}
The right side of \eqref{eq:x2ex} is $10^{15}\times29011/2=1.4506\times10^{19}$, with logarithm 44.121. The solution is $x=36.904$, as one confirms from $x+2\ln x=36.904+2\times3.608=44.12$. The peak temperature is
\begin{equation}
T_p=\frac{29011\ {\rm K}}{36.904}=786.1\ {\rm K}.
\end{equation}

This can be compared with a maximum found without the condition. The rate equation was integrated numerically in time and the largest value of the rate was located on the resulting curve. For $\theta_0=1$, 0.5 and 0.1 the maximum lies at 786.120 K each time, while the peak rate falls from 0.0363 to 0.0182 and 0.0036 s$^{-1}$ per site, in proportion to $\theta_0$. At this temperature both sides of \eqref{eq:redhead} equal 0.046945 K$^{-1}$. A ramp started at 770 K has its maximum at the same temperature. A ramp started at 850 K has its largest rate at the start.

In the reverse direction, $L=\ln(10^{15}\times786.12/2)=40.513$, and $L-\ln x=40.513-3.608=36.905$ returns $x$ up to rounding, and with it $E=2.5$ eV. The estimate \eqref{eq:est} uses $40.513-3.64=36.873$ instead and gives 2.498 eV. The error is below 0.1\,\% of $E$ because $x$ happens to lie close to $e^{3.64}$.

\section{Second half: the state at the peak, measurement and limits}

\subsection{Symbols and results carried over}

The coverage $\theta$ obeys $d\theta/dt=-K\theta$ with $K=\nu e^{-E/(k_BT)}$ and $T=T_0+\beta t$. The desorption rate is $r=-d\theta/dt$. Its maximum lies at $T_p$, and $x=E/(k_BT_p)$. The first half gave
\begin{equation}
x\,e^x=\frac{\nu T_p}{\beta},\qquad K(T_p)=\frac{\beta x}{T_p},
\label{eq:recall}
\end{equation}
two forms of the Redhead condition. The function $G(T)=k_BT^2K/(\beta E)$ increases with $T$ and equals one at $T_p$. The example has $E=2.5$ eV, $\nu=10^{15}$ s$^{-1}$, $\beta=2$ K/s, $T_0=400$ K, $T_p=786.12$ K and $x=36.904$.

\subsection{How much hydrogen is left at the peak}

By \eqref{eq:theta}, the remaining fraction at the peak is $\exp[-(1/\beta)\int_{T_0}^{T_p}K\,dT]$. If the ramp starts so low that almost nothing desorbs near $T_0$, the lower limit may be replaced by zero. Call the resulting exponent $q$:
\begin{equation}
q=\frac\nu\beta\int_0^{T_p}e^{-E/(k_BT)}\,dT .
\end{equation}
Substitute $T=T_p/s$. Then $dT=-(T_p/s^2)\,ds$ and $E/(k_BT)=xs$. The limits $T=0$ and $T=T_p$ become $s=\infty$ and $s=1$, and the minus sign reverses their order:
\begin{equation}
q=\frac{\nu T_p}{\beta}\int_1^\infty\frac{e^{-xs}}{s^2}\,ds
=x\,e^x\,E_2(x),\qquad
E_n(x)=\int_1^\infty\frac{e^{-xs}}{s^n}\,ds .
\label{eq:q}
\end{equation}
The last step used \eqref{eq:recall}. The functions $E_n(x)$ are exponential integrals and must not be confused with the barrier $E$. The remaining fraction is
\begin{equation}
\frac{\theta_p}{\theta_0}=e^{-q},\qquad q=x\,e^xE_2(x).
\label{eq:frac}
\end{equation}
It depends on $x$ alone.

A bound follows at once. For $s>1$ the factor $1/s^2$ is smaller than one, so $E_2(x)<\int_1^\infty e^{-xs}ds=e^{-x}/x$ and therefore $q<1$. More than the fraction $1/e$ is left at the peak.

For large $x$, integrate by parts with $e^{-xs}$ as the factor to be integrated:
\begin{equation}
E_n(x)=\frac{e^{-x}}{x}-\frac nx\,E_{n+1}(x).
\end{equation}
Applying this for $n=2$, 3 and 4 in turn,
\begin{align}
q&=1-2e^xE_3(x)\nonumber\\
&=1-\frac2x+\frac6x\,e^xE_4(x)\nonumber\\
&=1-\frac2x+\frac6{x^2}-\frac{24}{x^2}\,e^xE_5(x).
\label{eq:series}
\end{align}
Since $0<e^xE_5(x)<1/x$, dropping the last term makes $q$ too large by less than $24/x^3$.

In the example, $1-2/x+6/x^2=0.9502$, while the full expression gives $q=0.9498$. The remaining fraction is $e^{-0.9498}=0.387$, compared with $1/e=0.368$. About 61\,\% of the hydrogen has left when the rate is largest. The numerical integration gives the same fraction.

The neglected part of the exponent, from zero to $T_0$, is less than $(\nu T_0/\beta)\,e^{-x_0}/x_0$ with $x_0=E/(k_BT_0)$, by the same bound on $E_2$. For $T_0=400$ K, $x_0=72.5$ and this is below $10^{-16}$. For a start at 770 K it is not negligible. The coverage at the peak is then 0.59 for $\theta_0=1$, because less has been lost on the way, but the peak temperature is unchanged.

The Redhead condition fixes the first-order peak temperature independently of the initial coverage, and the fraction of hydrogen left at the peak depends only on $x=E/(k_BT_p)$ if almost nothing desorbs near $T_0$. What remains is the height of the peak, what measured peaks can determine, and what changes when the assumptions do not hold.

Numerical values quoted here were computed with a short program.
